\section*{Quantum Capacitance of a Carbon Nanotube: Limit and First Correction}

\section{Definitions and conventions}

Let $n$ be the number of conduction electrons minus the number of holes per unit length of a nanotube, and let $\mu$ be the chemical potential measured from the local midgap energy. With $e>0$, the magnitude of the added charge per unit length is $Q=en$. The quantum capacitance per unit length is
\begin{equation}
C_q=\frac{dQ}{d(\mu/e)}=e^2\frac{dn}{d\mu}.
\label{def}
\end{equation}
It measures how much charge the bands accept per volt of rise in $\mu/e$. The electrostatic energy of that charge is kept apart, in the capacitance of the insulator.

Electrons are treated as independent until exchange is estimated in Section 6. Each subband has the form
\begin{equation}
E(k)=\sqrt{\Delta^2+(\hbar vk)^2},
\label{band}
\end{equation}
where $k$ is the wavenumber along the tube, $\Delta$ the subband edge and $v=8\times10^5$ m/s the Fermi velocity. The degeneracy 4 is the product of two spins and two valleys. It does not include the two directions $\pm k$, which are counted separately.

Energies are in eV, lengths in nm and capacitances in aF/$\mu$m. Since $e/(1\ \mathrm{V\,nm})=160.2$ aF/$\mu$m, a density of states in (eV nm)$^{-1}$ becomes a capacitance on multiplication by 160.2. The same factor turns a density in nm$^{-1}$ into a charge in aC/$\mu$m.

\section{The limit and its first correction}

In a tube of length $L$ with periodic ends, allowed wavenumbers are spaced by $2\pi/L$. At zero temperature the states with $-k_F<k<k_F$ are filled, so
\begin{equation}
n=\frac{4}{L}\,\frac{2k_F}{2\pi/L}=\frac{4k_F}{\pi}.
\label{count}
\end{equation}
Setting $E(k_F)=\mu$ in \eqref{band} gives $\hbar vk_F=\sqrt{\mu^2-\Delta^2}$. Therefore
\begin{align}
n&=\frac{4}{\pi\hbar v}\sqrt{\mu^2-\Delta^2},\\
\frac{dn}{d\mu}&=\frac{4}{\pi\hbar v}\,\frac{2\mu}{2\sqrt{\mu^2-\Delta^2}},
\end{align}
and, by \eqref{def},
\begin{equation}
C_q=C_0\,\frac{\mu}{\sqrt{\mu^2-\Delta^2}},\qquad
C_0=\frac{4e^2}{\pi\hbar v}=\frac{8e^2}{hv}.
\label{closed}
\end{equation}
The last form uses $\hbar=h/2\pi$.

For the chosen velocity $\hbar v=0.5266$ eV nm, so the limiting density of states is $4/(\pi\times0.5266)=2.418$ (eV nm)$^{-1}$ and
\begin{equation}
C_0=2.418\times160.2=387.4\ \mathrm{aF}/\mu\mathrm{m}
=3.874\times10^{-10}\ \mathrm{F/m}.
\end{equation}
This is roughly 400 aF/$\mu$m.

To see how the limit is approached, put $x=\Delta^2/\mu^2<1$. Dividing numerator and denominator of \eqref{closed} by $\mu$ and using the binomial series,
\begin{equation}
\frac{C_q}{C_0}=(1-x)^{-1/2}
=1+\frac{x}{2}+\frac{3x^2}{8}+\cdots .
\label{series}
\end{equation}
The first correction is thus
\begin{equation}
C_q\simeq C_0\left(1+\frac{\Delta^2}{2\mu^2}\right).
\label{first}
\end{equation}
It is positive because an electron in the curved band moves more slowly than $v$. Its velocity is
\begin{equation}
\frac{1}{\hbar}\frac{dE}{dk}=\frac{\hbar v^2k}{E},
\end{equation}
which at $k_F$ equals $v\sqrt{1-x}$, and the density of states varies as the inverse velocity.

The error of \eqref{first} can be bounded. Successive coefficients in \eqref{series} have the ratio $(2j+1)/(2j+2)<1$, so all those beyond $x/2$ are positive and at most $3/8$. Summing a geometric series gives
\begin{equation}
0<\frac{C_q}{C_0}-1-\frac{x}{2}
\le\frac{3}{8}\left(x^2+x^3+\cdots\right)=\frac{3x^2}{8(1-x)}.
\end{equation}
At $\mu=3\Delta$, $x=1/9$ and \eqref{first} gives $387.4(1+1/18)=408.9$ aF/$\mu$m. The closed form gives 410.9 aF/$\mu$m for this one subband.

The opposite limit lies just above the edge. With $\mu=\Delta+\delta$ and $\delta\ll\Delta$,
\begin{equation}
\mu^2-\Delta^2=2\Delta\delta+\delta^2\simeq2\Delta\delta,
\qquad
C_q\simeq C_0\sqrt{\frac{\Delta}{2\delta}}.
\end{equation}
The divergence reflects the vanishing velocity at the bottom of the subband. It is integrable, so thermal averaging makes it finite.

\section{When other subbands enter}

The limit $\mu\gg\Delta$ concerns one subband. Whether it describes the whole tube depends on where the next subband opens.

Near a valley at wavevector $\mathbf K$, write the graphene wavefunction as $e^{i\mathbf K\cdot\mathbf r}F(\mathbf r)$, with energy $\hbar v|\mathbf q|$ for an envelope $F$ of wavevector $\mathbf q$. For a zigzag $(N,0)$ tube the circumference is $\pi d=Na$, where $a=\sqrt3\,b$ is the lattice constant and $b$ the bond length. One may choose $\mathbf K$ along the circumference with magnitude $4\pi/(3a)$. The full wavefunction must return to itself after one turn, so for integer $j$
\begin{align}
\left(\frac{4\pi}{3a}+q_\perp\right)Na&=2\pi j,\\
q_\perp=\frac{2\pi}{Na}\left(j-\frac{2N}{3}\right)
&=\frac{2}{d}\left(j-\frac{2N}{3}\right).
\end{align}
If $N$ is not a multiple of 3, the magnitudes of the bracket are $1/3,2/3,4/3,5/3,\ldots$, each occurring once. The other valley, at $-\mathbf K$, gives the same magnitudes. Since $E=\hbar v\sqrt{k^2+q_\perp^2}$, the edges are $\Delta_i=\hbar v|q_{\perp,i}|$, and
\begin{equation}
\Delta_1=\frac{2\hbar v}{3d},\qquad \Delta_2=2\Delta_1.
\label{edges}
\end{equation}

A semiconducting tube of this kind therefore has one occupied subband at zero temperature only for $\Delta_1<\mu<\Delta_2$. Equation \eqref{closed} decreases with $\mu$, so its infimum in this window is approached at $\mu\to2\Delta_1$:
\begin{equation}
\frac{C_q}{C_0}\to\frac{2}{\sqrt{4-1}}=1.1547,
\qquad C_q\to447.3\ \mathrm{aF}/\mu\mathrm{m}.
\end{equation}
The tube does not reach $C_0$ before the next subband opens. The value 1.1547 belongs to the cone model: with the lattice bands of Section 6 the floor is 1.09 for (19,0) and 1.24 for (20,0), and the lowest subband of (20,0) never falls below $1.10\,C_0$. At $\mu=3\Delta_1$ the first subband contributes 410.9 aF/$\mu$m, but the second adds $387.4\times3/\sqrt{9-4}=519.8$ aF/$\mu$m, for a total of 930.7 aF/$\mu$m in the cone model; the lattice bands give about 990 for (19,0) and 910 for (20,0). ``Roughly 400'' is thus the asymptotic contribution of one subband, and a scale for the whole semiconducting tube.

A metallic armchair tube does have the plateau. Its circumference is perpendicular to the $\mathbf K$ used above, so no phase offset arises. One value is $q_\perp=0$, and the next subband begins at $2\hbar v/d$. With $\Delta=0$, \eqref{closed} gives $C_q=C_0$ throughout the interval below that edge, apart from lattice corrections and thermal tails. Curvature alone opens no gap in an armchair tube, by symmetry; spin--orbit coupling opens one below 1 meV, and a twist opens one that grows in proportion to it, roughly 9--15 meV at $0.1^\circ$ per nm in a (10,10) tube, depending on how fast the hopping varies with bond length. Both are ignored here.

\section{Temperature}

Let $f(y)=1/(e^{y/k_BT}+1)$, $p=\hbar vk$ and $E_i=\sqrt{\Delta_i^2+p^2}$. The net density is
\begin{equation}
n=\frac{4}{\pi\hbar v}\sum_i\int_0^\infty dp\,
\left[f(E_i-\mu)-f(E_i+\mu)\right].
\end{equation}
For $\mu\gg k_BT$ the hole term is negligible, and differentiation gives
\begin{equation}
C_q=C_0\sum_i\int_0^\infty dp\,\left[-f'(E_i-\mu)\right].
\label{thermal}
\end{equation}

For an occupied subband several $k_BT$ above its edge, change the variable from $p$ to $E$. Then $dp=g(E)\,dE$ with $g(E)=E/\sqrt{E^2-\Delta^2}$. Expand $g$ about $\mu$. The linear term vanishes because $-f'$ is even, and the mean of $(E-\mu)^2$ is $\pi^2(k_BT)^2/3$. Hence
\begin{equation}
\frac{C_q}{C_0}\simeq g(\mu)+\frac{\pi^2}{6}(k_BT)^2g''(\mu).
\end{equation}
The derivatives are
\begin{equation}
g'=-\frac{\Delta^2}{(\mu^2-\Delta^2)^{3/2}},\qquad
g''=\frac{3\mu\Delta^2}{(\mu^2-\Delta^2)^{5/2}}.
\end{equation}
For $\mu\gg\Delta$, $g''\to3\Delta^2/\mu^4$, and the thermal term becomes $\pi^2(k_BT)^2\Delta^2/(2\mu^4)$. It is smaller than the correction in \eqref{first} by the factor $\pi^2(k_BT/\mu)^2$.

For a subband whose edge lies several $k_BT$ above $\mu$, use $-f'(y)\simeq e^{-y/k_BT}/k_BT$ and $E_2\simeq\Delta_2+p^2/(2\Delta_2)$. The remaining integral is Gaussian:
\begin{align}
\frac{C_{q,2}}{C_0}
&\simeq\frac{e^{-(\Delta_2-\mu)/k_BT}}{k_BT}
\int_0^\infty dp\,e^{-p^2/(2\Delta_2k_BT)}\notag\\
&=\sqrt{\frac{\pi\Delta_2}{2k_BT}}\;e^{-(\Delta_2-\mu)/k_BT}.
\label{tail}
\end{align}

\section{A tube in a high-$\kappa$ gate stack}

Take a (19,0) tube with bond length 0.142 nm. Its diameter is $d=19\sqrt3\times0.142/\pi=1.487$ nm. Equation \eqref{edges} gives edges at 0.236 and 0.472 eV. Choose $\mu=0.36$ eV, between them, and $T=300$ K, where $k_BT=0.0259$ eV.

At zero temperature,
\begin{equation}
C_q=387.4\times\frac{0.36}{\sqrt{0.36^2-0.236^2}}
=513\ \mathrm{aF}/\mu\mathrm{m}.
\end{equation}
A direct count of box states gives 513.1 aF/$\mu$m. Here $x=0.430$, so \eqref{first} gives 471 aF/$\mu$m, 8\% below the closed form. This chemical potential is not far enough above the edge for the first correction to suffice.

At 300 K the full integral \eqref{thermal} gives 563 aF/$\mu$m. The second and higher subbands supply 27.3 aF/$\mu$m of this, and \eqref{tail} accounts for it:
\begin{equation}
387.4\sqrt{\frac{\pi\times0.472}{2\times0.0259}}\;
e^{-0.112/0.0259}\simeq27\ \mathrm{aF}/\mu\mathrm{m}.
\end{equation}
The first subband rises by the remaining 23 aF/$\mu$m. The leading thermal term gives about 17 of these; the rest lies beyond that order. Within the window the first-subband term peaks at about 720 aF/$\mu$m near $\mu=0.27$ eV; above that, its fall and the rising tail of the second produce a minimum of 562 aF/$\mu$m at $\mu=0.367$ eV. At room temperature the cone model therefore keeps $C_q$ about 45\% or more above $C_0$ throughout this window; with the lattice bands of Section 6 the minimum for this tube is about 520 aF/$\mu$m, 34\% above $C_0$, and a rough estimate of curvature lowers it to about 490--505, 26--30\% above. In the gap below the window, $C_q$ falls to about 0.3 aF/$\mu$m at midgap.

Let the tube, of radius $R=d/2$, be surrounded by an insulator of thickness $t=4$ nm and relative permittivity $\kappa=16$, then by a coaxial metal gate. Gauss's law gives the radial field $Q/(2\pi\epsilon_0\kappa r)$. Integrating from $R$ to $R+t$,
\begin{equation}
V_{\rm ins}=\frac{Q}{2\pi\epsilon_0\kappa}\ln\frac{R+t}{R},
\qquad
C_{\rm ins}=\frac{2\pi\epsilon_0\kappa}{\ln(1+t/R)},
\end{equation}
which is 480.4 aF/$\mu$m here. Measure the gate voltage from the value at which the tube is neutral. It supplies both the band filling and the insulator drop:
\begin{equation}
V_G=\frac{\mu}{e}+\frac{Q}{C_{\rm ins}},\qquad
\frac{1}{C_G}=\frac{dV_G}{dQ}=\frac{1}{C_q}+\frac{1}{C_{\rm ins}}.
\end{equation}
The electron density is 0.652 nm$^{-1}$, so $Q=0.652\times160.2=104.5$ aC/$\mu$m. Then
\begin{align}
V_{\rm ins}&=104.5/480.4=0.218\ \mathrm V,\\
V_G&=0.360+0.218=0.578\ \mathrm V,\\
C_G&=\frac{480.4\times563.3}{480.4+563.3}
=259\ \mathrm{aF}/\mu\mathrm{m}.
\end{align}
A self-consistent solution at gate voltages 1 mV on either side gives the same slope, 259.3 aF/$\mu$m. The gate controls 54\% of the charge per volt that the insulator alone would suggest. As $C_{\rm ins}$ grows at fixed $C_q$, $C_G$ tends to $C_q$, which caps what any insulator can give at this $\mu$. At fixed $V_G$ a larger $C_{\rm ins}$ raises $\mu$ and changes $C_q$ itself: at $V_G=0.578$ V and $t=1$ nm, $\mu=0.433$ eV and $C_G=462$ aF/$\mu$m. The return per unit of $C_{\rm ins}$ diminishes, since $dC_G/dC_{\rm ins}=(C_G/C_{\rm ins})^2$. The return per nanometre of thinning does not: $|dC_G/dt|=C_G^2/[2\pi\epsilon_0\kappa(R+t)]$ grows as $t$ falls, and $C_G$ is 259.3, 278.5, 308.5 and 365.9 aF/$\mu$m at $t=4$, 3, 2 and 1 nm with $\mu$ held at 0.36 eV. Leakage limits this route: with the rough inputs of Section 6 the tunnelling transmission rises from $5\times10^{-10}$ at 4 nm to about $10^{-7}$, $2\times10^{-5}$ and $4\times10^{-3}$ at 3, 2 and 1 nm.

\section{What the model leaves out}

\paragraph{Lattice bands.} A nearest-neighbour tight-binding calculation with one orbital per atom tests the cone approximation. Its hopping energy, $2\hbar v/(3b)=2.472$ eV, fixes the same velocity. It places the (19,0) edges at 0.232 and 0.486 eV and gives $C_q=524$ aF/$\mu$m at 0.36 eV and 300 K, 7\% below the cone result. At 100 K and the same $\mu$, the ratio of lattice to cone result is 0.946 for (19,0) and 1.062 for (20,0), so the sign of the error depends on the tube. It also depends on $\mu$: for (19,0) at 300 K the ratio is 1.09 at 0.15 eV, 0.86 at 0.45 eV and 1.12 at 0.55 eV. For an armchair (10,10) tube at 300 K the lattice gives 387.7, 388.3 and 389.4 aF/$\mu$m at $\mu=0.1$, 0.2 and 0.3 eV. This confirms the plateau within the tight-binding model, which omits curvature. A rough four-orbital model on the rolled tube, with the same $\pi$ hopping, indicates the size of that omission: it raises the (10,10) plateau by about 2\%, moves the (19,0) edges to about 0.22 and 0.49--0.50 eV, and lowers its $C_q$ from 524 to 490--510 aF/$\mu$m, depending on the $\sigma$ parameters. The one-orbital model also omits the overlap of neighbouring orbitals, which makes electrons and holes unequal. An overlap of 0.13 at the same $v$ tilts the (10,10) plateau to 377 aF/$\mu$m at $\mu=0.3$ eV and 402 at $-0.3$ eV, and lowers the (19,0) $C_q$ from 524 to 503 and its zero-temperature floor from 1.09 to 1.04. The lattice figures are therefore not good to the digits shown for a real tube.

\paragraph{Exchange.} Exchange among electrons of the same spin and valley shifts the chemical potential by
\begin{equation}
\mu_x=-\int_{-k_F}^{k_F}\frac{dk'}{2\pi}\,V(k_F-k')\,
\frac12\left[1+\frac{\Delta^2+pp'}{EE'}\right],
\end{equation}
where $p,E$ belong to $k_F$ and $p',E'$ to $k'$. The last factor is the squared overlap of the two-component band states, whose pseudospin directions are $(\Delta,p)/E$ and $(\Delta,p')/E'$. $V(q)$ is the interaction on a cylinder of radius $R$, with permittivity $\kappa$ inside and outside and a grounded gate at $R+t$. The shifted inverse capacitance is $1/C_q+(d\mu_x/dn)/e^2$. At zero temperature this raises $C_q$ from 513 to 547 aF/$\mu$m at the same density, or 6.6\%; $C_G$ rises by about 3\%, and $\mu_x\approx-0.03$ eV lowers the gate voltage needed for that density by the same amount. It is a first-order estimate: correlation is omitted, and so is exchange with the filled valence band. The latter is only partly absorbed in $v$, because it raises the edge by a larger fraction than the slope at $k_F$; the remainder raises $C_q$ by a further 4--7\%, depending on whether $v$ is matched to $E(k_F)$ or to the edge. A vacuum interior in place of $\kappa$ changes the 6.6\% to about 8\%. The figure therefore gives the sign and scale of the exchange effect at this filling, not its value. The scale depends on the filling, because $1/C_q$ shrinks towards the edge while $d\mu_x/dn$ does not: at low temperature the shift is 4.5\% at $\mu=0.44$ eV, 20\% at 0.28 eV and of order 90\% at 0.25 eV, where a first-order estimate fails. At 300 K the first-subband shift is about 7\% at 0.36 eV and about 30\% near the edge.

\paragraph{Field and leakage.} The field is largest at the tube surface, where it is
\begin{equation}
\frac{V_{\rm ins}}{R\ln(1+t/R)}=1.58\ \mathrm{MV/cm},
\end{equation}
below a rough breakdown field of 4 MV/cm. For a rough barrier of 1.5 eV, lowered along the path by the insulator potential, and a tunnelling mass of 0.2 electron masses, the WKB exponent is 21.4. The transmission per attempt is about $5\times10^{-10}$. It depends exponentially on the rough inputs: a mass of 0.1 or 0.3 gives $3\times10^{-7}$ or $4\times10^{-12}$, and a barrier of 1.0 or 2.0 eV gives $4\times10^{-8}$ or $10^{-11}$. Conduction through defects is not included.

\paragraph{Real gate stacks.} The diameter, permittivity and thickness are rough values for a nanotube transistor with a hafnia-like insulator. The velocity is also a rough value: since $C_0\propto1/v$, taking $10^6$ m/s instead lowers $C_0$ to 310 aF/$\mu$m. The edges rise with $v$ as well, the first to 0.295 eV, so at $\mu=0.36$ eV and 300 K the example's $C_q$ becomes 578 and $C_G$ 262 aF/$\mu$m. The coaxial gate is the most favourable geometry of the two considered: a planar gate 4 nm from a tube embedded in the same insulator gives $C_{\rm ins}=2\pi\epsilon_0\kappa/\cosh^{-1}(1+t/R)\approx350$ and $C_G\approx216$ aF/$\mu$m. Of the assumptions examined here, the one that affects the total capacitance most is perfect contact between tube and insulator. Suppose a gap of roughly 0.3 nm behaves as vacuum, with the insulator still 4 nm thick. With $2\pi\epsilon_0=55.6$ aF/$\mu$m,
\begin{equation}
\frac{1}{C_{\rm ins}}=\frac{1}{55.6}
\left[\ln\frac{1.044}{0.744}+\frac{1}{16}\ln\frac{5.044}{1.044}\right]
\frac{\mu\mathrm m}{\mathrm{aF}},
\end{equation}
so $C_{\rm ins}$ falls to about 130 aF/$\mu$m. At the same $C_q$, the total falls from 259 to about 100 aF/$\mu$m (about 165 for a vacuum gap of only 0.1 nm, and about 150 for 0.3 nm of relative permittivity 2, so the figure depends strongly on the effective gap). Holding the same $\mu$ then takes $V_G\approx1.18$ V, and the field in the gap at the tube surface is $16\times1.58\approx25$ MV/cm, so the field and leakage figures above do not apply to that case. The gap would also weaken the screening assumed in the exchange estimate, so the 6.6\% should not be carried over to that case: the same formula with vacuum inside the tube and in the gap gives a shift of order 80\%, too large for a first-order estimate to be trusted. Within the independent-electron model, $C_q$ at fixed $\mu$ is unchanged by the gap. What changes is its share in the series combination: the device then operates closer to the electrostatic limit. The numerical output that follows collects the values for the example without the gap.

\section*{Computed results}
\begin{verbatim}
velocity = 8.0e+05 m/s
hbar*v = 0.5266 eV nm
limiting density of states = 2.418 /(eV nm)
C0, limiting quantum capacitance = 387.4 aF/um
C0 in SI = 3.874e-10 F/m
C-C bond length = 0.142 nm
hopping energy set by velocity = 2.472 eV
(19,0) diameter = 1.487 nm
first, second edge = 0.236, 0.472 eV
atomistic edges = 0.232, 0.486 eV
chemical potential = 0.36 eV
temperature = 300 K; kT = 0.0259 eV
C_q at mu, T=0 = 513.0 aF/um
C_q at mu, T=0, counted states = 513.1 aF/um
C_q at mu, 300 K = 563.3 aF/um
second and higher subbands' part, 300 K = 27.3 aF/um
C_q atomistic (19,0), 300 K = 523.6 aF/um
atomistic/formula at 100 K, (19,0) = 0.946
atomistic/formula at 100 K, (20,0) = 1.062
armchair (10,10) C_q at 0.1 eV, 300 K = 387.7 aF/um
armchair (10,10) C_q at 0.2 eV, 300 K = 388.3 aF/um
armchair (10,10) C_q at 0.3 eV, 300 K = 389.4 aF/um
T=0 floor in one-subband window = 447.3 aF/um
T=0 floor / C0 = 1.1547
300 K minimum in window = 561.7 aF/um
300 K minimum lies at mu = 0.367 eV
at mu = 3 first edges: first subband = 410.9 aF/um
at mu = 3 first edges: all subbands = 930.7 aF/um
insulator: kappa = 16, thickness = 4.0 nm
insulator capacitance = 480.4 aF/um
electron density at 300 K = 0.652 /nm
charge at 300 K = 104.5 aC/um
voltage across insulator = 0.218 V
gate voltage from midgap alignment = 0.578 V
total gate capacitance, 300 K = 259.3 aF/um
gate capacitance from sweep = 259.3 aF/um
total / insulator capacitance = 0.540
Fermi wavenumber, T=0 = 0.516 /nm
C_q with exchange, T=0 = 547.1 aF/um
exchange change of C_q = 6.6 %
insulator field at tube = 1.58 MV/cm
rough breakdown field (input) = 4 MV/cm
rough barrier (input) = 1.5 eV
rough tunnelling mass (input) = 0.2 m_e
WKB exponent = 21.4
WKB transmission = 5.3e-10
\end{verbatim}
